# Defect-band dispersion in cubic supercells: Gamma against the quarter point: a numerical check

```python
# Result under test: a defect level e0 whose simple cubic images (spacing L) are
# coupled by nearest-neighbour hopping t has E(k) = e0 + 2t*sum(cos(k_i L)).
# Gamma is wrong by 6t; the point (1/4,1/4,1/4) in reciprocal vectors gives e0.
# The claim is also tried on a continuum model: a Gaussian well of given range,
# repeated periodically and solved in plane waves. Energies in eV, lengths in nm.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import erfc, j0
from scipy.fft import fftn, ifftn

# ---------- real-space cluster of 4x4x4 defects with periodic ends ----------
sites = np.arange(64).reshape(4, 4, 4)


def neighbour_matrix(strengths):
    matrix = np.zeros((64, 64))
    for axis, value in enumerate(strengths):
        other = np.roll(sites, -1, axis)
        matrix[sites, other] += value
        matrix[other, sites] += value
    return matrix


e_test, t_test, s_test = -0.5, -0.01, 0.02
identity = np.eye(64)
ham = e_test * identity + neighbour_matrix([t_test] * 3)
angles = 2 * np.pi * np.arange(4) / 4
ax, ay, az = np.meshgrid(angles, angles, angles, indexing="ij")
formula = e_test + 2 * t_test * (np.cos(ax) + np.cos(ay) + np.cos(az))
assert np.allclose(np.linalg.eigvalsh(ham), np.sort(formula.ravel()), atol=1e-12)
quarter_wave = (1j ** np.indices((4, 4, 4)).sum(axis=0)).ravel()
gamma_wave = np.ones(64)
assert np.allclose(ham @ quarter_wave, e_test * quarter_wave)
assert np.allclose(ham @ gamma_wave, (e_test + 6 * t_test) * gamma_wave)
# unequal hopping along x, y, z still cancels
ham_aniso = e_test * identity + neighbour_matrix([-0.01, -0.03, -0.002])
assert np.allclose(ham_aniso @ quarter_wave, e_test * quarter_wave)
# orbitals that overlap: quarter point keeps e0, the zone average does not
over = identity + neighbour_matrix([s_test] * 3)
ham_over = e_test * identity + neighbour_matrix([e_test * s_test + t_test] * 3)
assert np.allclose(ham_over @ quarter_wave, e_test * (over @ quarter_wave))
mean_shift = eigh(ham_over, over, eigvals_only=True).mean() - e_test
assert abs(mean_shift / (-6 * t_test * s_test) - 1) < 0.01  # higher orders in s

# ---------- which image shells survive at the quarter point ----------
stars = np.array(list(itertools.product([0.25, -0.25], repeat=3)))
for n in itertools.product(range(-4, 5), repeat=3):
    phase = np.exp(2j * np.pi * stars @ np.array(n)).mean()
    odd = any(i % 2 for i in n)
    expected = 0 if odd else (-1) ** (abs(sum(n)) // 2)
    assert abs(phase - expected) < 1e-12

# ---------- isolated defect: radial problem in a sine basis ----------
lattice, mass, binding, well_range, epsilon = 0.543, 0.5, 0.5, 0.3, 12.0
free = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
box, n_sine = 12.0, 179
order = np.arange(1, n_sine + 1)
radius = order * box / (n_sine + 1)
wave = order * np.pi / box
sine = np.sqrt(2 / (n_sine + 1)) * np.sin(
    np.pi * np.outer(order, order) / (n_sine + 1))


def isolated(depth, m):
    well = -depth * np.exp(-(radius / well_range) ** 2)
    h = np.diag(free / m * wave**2) + (sine * well) @ sine
    values, vectors = np.linalg.eigh(h)
    return values[0], vectors[:, 0]


def tuned_depth(m):
    return brentq(lambda d: isolated(d, m)[0] + binding, 1.0, 60.0, xtol=1e-11)


def orbital_coupling(m, distance):
    """Overlap and hopping of two isolated orbitals a given distance apart."""
    level, coeff = isolated(tuned_depth(m), m)
    bessel = np.sinc(wave * distance / np.pi)
    overlap = np.sum(coeff**2 * bessel)
    hopping = np.sum(coeff**2 * (level - free / m * wave**2) * bessel)
    return overlap, hopping


depth = tuned_depth(mass)
e0 = isolated(depth, mass)[0]


# ---------- periodic supercell in plane waves ----------
def supercell_level(cells, k_frac, points=None):
    side = cells * lattice
    points = points or (5 * cells) | 1
    g = np.fft.fftfreq(points, 1 / points)
    kx, ky, kz = [(2 * np.pi / side * (g + f)) ** 2 for f in k_frac]
    kinetic = free / mass * (
        kx[:, None, None] + ky[None, :, None] + kz[None, None, :])
    x = np.arange(points) * side / points
    line = sum(np.exp(-((x - m * side) / well_range) ** 2) for m in range(-2, 4))
    potential = -depth * np.einsum("i,j,k->ijk", line, line, line)

    def apply(c):
        c = c.reshape(kinetic.shape)
        return (kinetic * c + fftn(potential * ifftn(c))).ravel()

    size = points**3
    operator = LinearOperator((size, size), matvec=apply, dtype=complex)
    start = (np.exp(-kinetic / 10) / (kinetic + 1)).ravel().astype(complex)
    value = eigsh(operator, k=1, which="SA", v0=start, ncv=40, tol=1e-8,
                  return_eigenvectors=False)
    return float(value[0])


gamma_point, quarter_point = (0, 0, 0), (0.25, 0.25, 0.25)
levels = {}
for cells in (2, 3, 4):
    levels[cells] = (supercell_level(cells, gamma_point),
                     supercell_level(cells, quarter_point))
    err_gamma, err_quarter = [value - e0 for value in levels[cells]]
    assert err_gamma < 0 and abs(err_gamma) > 4 * abs(err_quarter)
assert abs(levels[4][1] - e0) < 1e-3
e_gamma, e_quarter = levels[3]
grid_change = supercell_level(3, quarter_point, 19) - e_quarter
assert abs(grid_change) < 1e-4

# ---------- hoppings of the 216-atom cell from a mesh without that point ----
mesh = 6
unique = {key: supercell_level(3, np.array(key) / mesh)
          for key in itertools.combinations_with_replacement(range(4), 3)}
band = np.zeros((mesh,) * 3)
for i in itertools.product(range(mesh), repeat=3):
    band[i] = unique[tuple(sorted(min(j, mesh - j) for j in i))]
hop = np.fft.fftn(band).real / mesh**3
average, t1, t2, t3 = hop[0, 0, 0], hop[1, 0, 0], hop[1, 1, 0], hop[1, 1, 1]
t200, t220, t222 = hop[2, 0, 0], hop[2, 2, 0], hop[2, 2, 2]
predicted = average - 6 * t200 + 12 * t220 - 8 * t222
assert abs(predicted - e_quarter) < 2e-4  # more distant shells left out
assert abs(6 * t1) > 0.5 * abs(e_gamma - average)
side = 3 * lattice
overlap1, orbital_t1 = orbital_coupling(mass, side)
assert abs(orbital_t1 / t1 - 1) < 0.25  # two-centre estimate, first order

# ---------- neglected effects ----------
n_fine = 80
c = 2 * np.cos(2 * np.pi * (np.arange(n_fine) + 0.5) / n_fine)
gamma_sum = c[:, None, None] + c[None, :, None] + c[None, None, :]
fill_factor = np.abs(gamma_sum).mean()
cut = 100.0
integral = quad(lambda x: (1 - j0(2 * x) ** 3) / x**2, 1e-6, cut, limit=1000)[0]
assert abs(2 / np.pi * (integral + 1 / cut) - fill_factor) < 3e-3


def madelung(eta):
    """Potential at a unit charge in its own cubic lattice, side 1, background."""
    n2 = np.array([i * i + j * j + k * k for i, j, k in
                   itertools.product(range(-6, 7), repeat=3) if i or j or k])
    r, g2 = np.sqrt(n2), 4 * np.pi**2 * n2
    return -(np.sum(erfc(eta * r) / r)
             + np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2)))
             - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


alpha = madelung(2.0)
assert abs(alpha - madelung(2.7)) < 1e-8
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
charge_energy = alpha * coulomb / (2 * epsilon * side)
light = orbital_coupling(0.2, side)[1]
heavy = orbital_coupling(0.9, side)[1]

# ---------- output ----------
print(f"lattice constant (rough, silicon): {lattice:.3f} nm")
print(f"effective mass (round): {mass:.1f} electron masses")
print(f"range of Gaussian well: {well_range:.1f} nm")
print(f"tuned well depth: {depth:.3f} eV")
print(f"isolated level e0: {e0:.4f} eV")
decay = np.sqrt(binding * mass / free)
print(f"decay length of the orbital tail: {1 / decay:.3f} nm")
for cells, (eg, eq) in levels.items():
    print(f"{8 * cells**3} atoms, L = {cells * lattice:.3f} nm:")
    print(f"  Gamma level {eg:.4f} eV, error {1e3 * (eg - e0):.2f} meV")
    print(f"  quarter level {eq:.4f} eV, error {1e3 * (eq - e0):.2f} meV")
print("216-atom cell, hoppings from the 6x6x6 mesh:")
print(f"  nearest t100: {1e3 * t1:.3f} meV")
print(f"  second t110: {1e3 * t2:.3f} meV")
print(f"  third t111: {1e3 * t3:.3f} meV")
print(f"  t200: {1e3 * t200:.3f} meV")
print(f"  t220: {1e3 * t220:.4f} meV")
print(f"  t222: {1e3 * t222:.4f} meV")
print(f"  6 t100: {1e3 * 6 * t1:.2f} meV")
print(f"  12 t110: {1e3 * 12 * t2:.2f} meV")
print(f"  8 t111: {1e3 * 8 * t3:.2f} meV")
print(f"  nearest-neighbour band width 12|t100|: {1e3 * 12 * abs(t1):.2f} meV")
print(f"  zone average minus e0: {1e3 * (average - e0):.2f} meV")
print(f"  quarter minus average, from hoppings: {1e3*(predicted-average):.2f} meV")
print(f"  quarter minus average, direct: {1e3 * (e_quarter - average):.2f} meV")
print(f"  change of quarter level on finer grid: {1e3 * grid_change:.4f} meV")
print(f"  overlap of nearest isolated orbitals: {overlap1:.4f}")
print(f"  hopping from isolated orbitals: {1e3 * orbital_t1:.3f} meV")
print(f"  overlap estimate -6 t s of average shift: "
      f"{-6e3 * orbital_t1 * overlap1:.2f} meV")
print("Neglected effects, 216-atom cell:")
print(f"  6t from orbitals, mass 0.2: {6e3 * light:.1f} meV")
print(f"  6t from orbitals, mass 0.5: {6e3 * orbital_t1:.1f} meV")
print(f"  6t from orbitals, mass 0.9: {6e3 * heavy:.1f} meV")
print(f"  half-filled band factor <|gamma|>: {fill_factor:.3f}")
print(f"  Fermi-filling energy: {-1e3 * fill_factor * abs(t1):.2f} meV")
print(f"  Madelung constant, simple cubic: {alpha:.4f}")
print(f"  dielectric constant (rough): {epsilon:.0f}")
print(f"  image-charge energy size, charge 1: {1e3 * charge_energy:.1f} meV")
print("OK")
```

Printed output:

```
lattice constant (rough, silicon): 0.543 nm
effective mass (round): 0.5 electron masses
range of Gaussian well: 0.3 nm
tuned well depth: 4.722 eV
isolated level e0: -0.5000 eV
decay length of the orbital tail: 0.390 nm
64 atoms, L = 1.086 nm:
  Gamma level -0.8723 eV, error -372.30 meV
  quarter level -0.5255 eV, error -25.48 meV
216 atoms, L = 1.629 nm:
  Gamma level -0.5700 eV, error -69.98 meV
  quarter level -0.5003 eV, error -0.31 meV
512 atoms, L = 2.172 nm:
  Gamma level -0.5135 eV, error -13.51 meV
  quarter level -0.5000 eV, error -0.00 meV
216-atom cell, hoppings from the 6x6x6 mesh:
  nearest t100: -10.885 meV
  second t110: -0.702 meV
  third t111: -0.082 meV
  t200: 0.305 meV
  t220: -0.0006 meV
  t222: -0.0000 meV
  6 t100: -65.31 meV
  12 t110: -8.43 meV
  8 t111: -0.66 meV
  nearest-neighbour band width 12|t100|: 130.62 meV
  zone average minus e0: 1.52 meV
  quarter minus average, from hoppings: -1.84 meV
  quarter minus average, direct: -1.83 meV
  change of quarter level on finer grid: 0.0000 meV
  overlap of nearest isolated orbitals: 0.0419
  hopping from isolated orbitals: -11.060 meV
  overlap estimate -6 t s of average shift: 2.78 meV
Neglected effects, 216-atom cell:
  6t from orbitals, mass 0.2: -325.5 meV
  6t from orbitals, mass 0.5: -66.4 meV
  6t from orbitals, mass 0.9: -17.2 meV
  half-filled band factor <|gamma|>: 2.005
  Fermi-filling energy: -21.82 meV
  Madelung constant, simple cubic: 2.8373
  dielectric constant (rough): 12
  image-charge energy size, charge 1: 104.5 meV
OK
```
